\section*{When does self-repulsion destroy the self-trapped state on a Holstein chain?}

\section{Question}

I have one electron on a Holstein chain with a classical, static lattice. To imitate the self-interaction error of a mean-field calculation I add a repulsion $u$ times the site occupation squared:
\begin{equation}
E=-2t\sum_j\psi_j\psi_{j+1}+u\sum_j n_j^2-g\sum_j x_jn_j+\frac K2\sum_j x_j^2 .
\label{eq:full}
\end{equation}
Here $\psi_j$ is the real amplitude on site $j$, $n_j=\psi_j^2$ with $\sum_j n_j=1$, $x_j$ is the displacement of site $j$, and $t,g,K>0$. I want the critical $u$ above which the self-trapped solution loses to the band state, whose energy is $-2t$.

My attempt was to put the electron on one site. The lattice then relaxes to $x=g/K$ and the energy is $u-g^2/(2K)$. Setting this equal to $-2t$ gives a critical value $g^2/(2K)-2t$. With $t=10$ mEh, $K=200$ mEh/$a_0^2$ and $g=100$ mEh/$a_0$ that is 5 mEh.

The numerics disagree. At $u=10$ mEh I still find a localized solution, with energy $-22.18$ mEh, below the band at $-20$ mEh. On a ring of 12 sites the localized solution flattens out near $u=17$ mEh, but on a ring of 24 sites it survives to about 21 mEh. Which number is the critical $u$, and what is wrong with my estimate?

\section{Answer}

Your estimate compares the band with one particular localized state, and that state is not the best one. The ring results are also genuine, but they belong to finite rings. I treat the infinite chain first.

\subsection{Removing the lattice}

For given occupations, complete the square in each displacement:
\begin{equation}
\frac K2x_j^2-gx_jn_j=\frac K2\left(x_j-\frac{gn_j}{K}\right)^2-\frac{g^2}{2K}n_j^2 .
\end{equation}
The minimum is at $x_j=gn_j/K$. With
\begin{equation}
\lambda=\frac{g^2}{2K},\qquad \chi=\lambda-u,
\end{equation}
the energy becomes
\begin{equation}
E=-2t\sum_j\psi_j\psi_{j+1}-\chi\sum_j\psi_j^4 .
\label{eq:reduced}
\end{equation}
Real, non-negative amplitudes suffice: replacing complex amplitudes by their moduli keeps every $n_j$ and cannot raise the hopping energy.

The lattice attraction and the added repulsion thus have the same form, and only their difference matters. Their origins differ. The attraction is the energy gained by deforming the lattice. The repulsion is an error, because a single electron does not repel itself; the self-interaction-free model has $u=0$.

Normalization gives $\sum_j(\psi_{j+1}-\psi_j)^2=2-2\sum_j\psi_j\psi_{j+1}$, so the energy measured from the band edge is
\begin{equation}
F\equiv E+2t=t\sum_j(\psi_{j+1}-\psi_j)^2-\chi\sum_j\psi_j^4 .
\label{eq:F}
\end{equation}
A self-trapped state wins if it has $F<0$. The band state itself is not normalizable on an infinite chain; it is the limit of ever wider packets, for which $F\to0$.

\subsection{If $u\ge\lambda$, the band wins}

Here $\chi\le0$, so neither term of \eqref{eq:F} is negative. The first is strictly positive, since it could vanish only for a constant amplitude, which cannot be normalized on an infinite chain. Every normalizable state therefore lies above $-2t$.

The value $-2t$ is approached by spreading. For $\psi_j=L^{-1/2}$ on $L$ adjacent sites and zero elsewhere, the two edges contribute $2/L$ to the sum of squared differences, and $\sum_j\psi_j^4=1/L$. Hence
\begin{equation}
F_{\rm box}=\frac{2t-\chi}{L}\longrightarrow0 .
\label{eq:box}
\end{equation}

\subsection{If $u<\lambda$, a localized state wins}

Equation \eqref{eq:box} also shows what went wrong in your estimate. For $L=1$ it is your state, and it beats the band only if $\chi>2t$, that is, $u<\lambda-2t$. A wider box does not change this condition, because its sharp edges cost too much hopping energy. The packet must be both wide and smooth.

Take $\psi_j=A\,r^{|j|}$ with $0<r<1$. Geometric sums give
\begin{align}
1&=A^2\sum_jr^{2|j|}=A^2\frac{1+r^2}{1-r^2},\\
\sum_j(\psi_{j+1}-\psi_j)^2&=2A^2(1-r)^2\sum_{m\ge0}r^{2m}
=\frac{2(1-r)^2}{1+r^2},\\
\sum_j\psi_j^4&=A^4\frac{1+r^4}{1-r^4}
=\frac{(1-r^2)(1+r^4)}{(1+r^2)^3}.
\end{align}
In the second line the factor 2 counts the two sides of the packet. In the last line I used $A^2=(1-r^2)/(1+r^2)$ and $1-r^4=(1-r^2)(1+r^2)$. Therefore
\begin{equation}
F(r)=\frac{2t(1-r)^2}{1+r^2}-\chi\frac{(1-r^2)(1+r^4)}{(1+r^2)^3}.
\label{eq:trial}
\end{equation}
Now let $s=1-r$ be small, which makes the packet wide. The first term is $ts^2$ to leading order. In the second, $1-r^2\approx2s$, $1+r^4\approx2$ and $(1+r^2)^3\approx8$, so
\begin{equation}
F\approx ts^2-\frac{\chi s}{2}.
\end{equation}
For any $\chi>0$ this is negative when $s$ is small enough: the hopping cost falls as the square of the inverse width, the attraction only as its first power. The two cases together give
\begin{equation}
u_c=\lambda=\frac{g^2}{2K},
\label{eq:uc}
\end{equation}
independent of $t$. For your parameters,
\begin{equation}
u_c=\frac{100^2}{2\times200}\ {\rm mEh}=25\ {\rm mEh}=0.680\ {\rm eV}.
\end{equation}
If the repulsion were written $\frac u2n_j^2$, the critical coefficient would be $2\lambda$.

\subsection{Is there really a self-trapped ground state?}

A trial energy below $-2t$ does not yet show that a lowest state exists, because a minimizing sequence might spread out or split into distant pieces. Neither happens.

Let $\chi>0$ and let $J$ be the infimum of $F$ over normalized states. We have shown $J<0$, and $\sum_j\psi_j^4\le1$ gives $J\ge-\chi$. Take non-negative states with $F\to J$. Eventually $F\le J/2$, so
\begin{equation}
\frac{|J|}{2}\le\chi\sum_j\psi_j^4\le\chi\max_j\psi_j^2 .
\end{equation}
The largest occupation stays above $|J|/(2\chi)$, which excludes complete spreading.

Translate the maximum to the origin and select a subsequence that converges on each site, to $\phi_j$ say. Let $m=\sum_j\phi_j^2$, so $0<m\le1$. The remainder $\eta=\psi-\phi$ tends to zero on each site, and its squared norm tends to $1-m$. All cross terms between $\phi$ and $\eta$ in $F$ vanish in the limit: near the origin $\eta$ is small, and far away $\phi$ is small. Hence $F[\phi]+F[\eta]\to J$.

Write $\phi=\sqrt m\,\hat\phi$ with $\hat\phi$ normalized. The hopping term scales as $m$ and the quartic term as $m^2$, so
\begin{equation}
F[\phi]=mF[\hat\phi]+m(1-m)\chi\sum_j\hat\phi_j^4
\ge mJ+m(1-m)\chi\sum_j\hat\phi_j^4 .
\end{equation}
The same scaling shows that the remainder contributes at least $(1-m)J$ in the limit. Adding the two gives
\begin{equation}
J\ge J+m(1-m)\chi\sum_j\hat\phi_j^4 ,
\end{equation}
which requires $m=1$. Nothing escapes, and $\phi$ is a normalizable ground state with $F=J<0$.

\subsection{How the polaron disappears}

Since $-\chi\le J<0$, the binding energy goes to zero continuously as $u\to\lambda$ from below. To find how, minimize \eqref{eq:reduced} with a multiplier $\varepsilon$ for the norm:
\begin{equation}
-t(\psi_{j+1}+\psi_{j-1})-2\chi\psi_j^3=\varepsilon\psi_j .
\end{equation}
For a wide state, $\psi_{j+1}+\psi_{j-1}\approx2\psi+\psi''$, so
\begin{equation}
-t\psi''-2\chi\psi^3=(\varepsilon+2t)\psi .
\end{equation}
Try $\psi=a\,{\rm sech}(\kappa j)$, for which $\psi''=\kappa^2\psi-(2\kappa^2/a^2)\psi^3$. The linear terms give $\varepsilon=-2t-t\kappa^2$, the cubic terms give $a^2=t\kappa^2/\chi$, and the norm $2a^2/\kappa=1$ gives $a^2=\kappa/2$. Hence $\kappa=\chi/(2t)$.

With $\int\psi'^2\,dj=\kappa^2/3$ and $\int\psi^4\,dj=\kappa/3$,
\begin{equation}
E+2t\approx\frac{t\kappa^2}{3}-\frac{\chi\kappa}{3}
=\frac{\chi^2}{12t}-\frac{\chi^2}{6t}=-\frac{\chi^2}{12t}.
\label{eq:weak}
\end{equation}
The participation number, a measure of how many sites the electron occupies, is
\begin{equation}
P=\frac1{\sum_jn_j^2}\approx\frac3\kappa=\frac{6t}{\chi}.
\end{equation}
Both results are leading order for $\chi\ll2t$. The hopping $t$ does not move the threshold, but it sets the binding and the width near it.

\subsection{Your parameters}

Self-consistent solutions on a long open chain give the following values, with energies in mEh.

\begin{center}
\begin{tabular}{rrrr}
$u$ & $E+2t$ & $-\chi^2/(12t)$ & $P$\\
0 & $-9.087$ & $-5.208$ & 1.21\\
5 & $-5.182$ & $-3.333$ & 1.39\\
10 & $-2.176$ & $-1.875$ & 2.35\\
20 & $-0.210$ & $-0.208$ & 11.8\\
23.75 & $-0.0130$ & $-0.0130$ & 48.0
\end{tabular}
\end{center}

At $u=5$ mEh, where your estimate predicts a tie, the relaxed polaron wins by 5.18 mEh although it is still concentrated on about one site. The reason is that a one-site state is not stationary. A small amplitude $\delta$ on each neighbour changes the energy by $-4t\delta$ to first order, while the normalization and quartic costs begin at order $\delta^2$.

At $u=10$ mEh, $\chi=25-10=15$ mEh. The one-site energy is $10-25=-15$ mEh, above the band, whereas the relaxed energy is $-20-2.18=-22.18$ mEh, as you found.

At $u=23.75$ mEh, $\chi=1.25$ mEh, and \eqref{eq:weak} gives $-1.25^2/120=-0.0130$ mEh, with $P\approx60/1.25=48$. The polaron still wins, but by very little.

The numerical check also checks the threshold from computed energies. Near threshold the square root of the binding is linear in $u$ to leading order, and extrapolating it to zero from $u=22.5$ and 23.75 mEh gives 24.993, 24.998 and 25.000 mEh for $t=5$, 10 and 20 mEh. The points must lie where $\chi\ll2t$: from $u=15$ and 20 mEh the same extrapolation gives 23.44, 24.87 and 24.97 mEh.

\subsection{Why your rings give smaller values}

On a ring of $N$ sites the band state is normalizable. It has $n_j=1/N$ and energy $-2t-\chi/N$, and this, not $-2t$, is what a localized state must beat. Perturb it by a wave of wavevector $q$:
\begin{equation}
\psi_j=\frac{1}{\sqrt N}\left[c+\sqrt2\,a\cos(qj)\right],\qquad c^2+a^2=1 .
\end{equation}
The hopping energy is $-2t(c^2+a^2\cos q)=-2t+2t(1-\cos q)a^2$. For $q\ne0,\pi$ the wave averages to zero and its square to $a^2$ (for $q=\pi$ the same holds without the factor $\sqrt2$), so through second order
\begin{equation}
N\sum_j\psi_j^4\approx c^4+6c^2a^2\approx(1-2a^2)+6a^2=1+4a^2 .
\end{equation}
Therefore
\begin{equation}
E\approx-2t-\frac{\chi}{N}+a^2\left[2t(1-\cos q)-\frac{4\chi}{N}\right].
\end{equation}
Different wavevectors do not mix at this order. The longest wave, $q=2\pi/N$, is the first to become unstable as $u$ decreases. Setting its bracket to zero and using $1-\cos q=2\sin^2(q/2)$ gives
\begin{equation}
u_N=\lambda-Nt\sin^2\frac{\pi}{N}\approx\lambda-\frac{\pi^2t}{N}
\quad(N\gg1).
\label{eq:ring}
\end{equation}
For $t=10$ mEh this is 16.96, 20.91 and 22.95 mEh for $N=12$, 24 and 48, which accounts for your 17 and 21. At $u_N$ we have $\chi\approx\pi^2t/N$, so the infinite-chain polaron would have $P\approx6t/\chi\approx6N/\pi^2\approx0.6N$. The uniform state, which on a ring keeps the attraction energy $-\chi/N$, thus becomes stable once the polaron width is comparable to the ring, before $u$ reaches $\lambda$. The correction falls only as $1/N$, so ring results for this chain should be extrapolated in $N$. This law comes from the wide polaron of one dimension and should not be carried over to three-dimensional supercells.

Equation \eqref{eq:ring} is derived as a stability limit. A localized state can win while the uniform one is still locally stable, and on very small rings it does. For $N=3$, \eqref{eq:ring} gives $u_3=25-30\times0.75=2.5$ mEh, so $\chi=22.5$ mEh and the uniform energy is $-20-7.5=-27.5$ mEh. The state with occupations $(0.8,0.1,0.1)$ has hopping energy $-20\,(2\sqrt{0.08}+0.1)=-13.31$ mEh and attraction energy $-22.5\times0.66=-14.85$ mEh, in total $-28.16$ mEh. It is already lower at $u_3$, and by continuity also somewhat above it. For $N=12$, 24 and 48, minimizations from a localized start found a lower state 0.5 mEh below $u_N$ and returned to the uniform state 0.5 mEh above it. That supports \eqref{eq:ring} as the energetic threshold for these three rings; as the case $N=3$ shows, it is not the energetic threshold for every $N$.

\subsection{Where the result stops applying}

The value $u_c=\lambda$ belongs to one electron on an infinite one-dimensional chain with a static lattice at zero temperature, and to a repulsion that is purely on-site, so that it has the same form as the lattice attraction. The Hartree self-repulsion that it imitates is long-ranged. A neighbour term $2v\sum_jn_jn_{j+1}$ reduces the attraction felt by a wide packet to $\lambda-u-2v$. A tail $w\sum_{i\ne j}n_in_j/|i-j|$ costs of order $(w/P)\ln P$, which exceeds $\chi/P$ for very wide packets, so spreading no longer guarantees binding; for $w=1$ mEh the polaron is lost at finite width, near $u=18$ mEh for $t=10$ mEh and near 20 mEh for $t=5$ mEh. In three dimensions a packet of width $w$ has hopping cost of order $t/w^2$ but attraction of order $\chi/w^3$. Spreading then no longer guarantees binding for small $\chi$, and the threshold must be found anew.

Quantum lattice motion matters even in one dimension, and not only very close to $u_c$. The electron level lies only $t\kappa^2=\chi^2/(4t)$ below the band edge, and for any nonzero phonon frequency this becomes smaller than the phonon energy as $\chi\to0$. The lattice can then no longer be treated as slow compared with the electron, so the approach to threshold is a property of the static model. With your $K$ and an oxygen mass, $\hbar\omega=\hbar\sqrt{K/M}=2.6$ mEh, which already matches the level depth at $u\approx15$ mEh; the last two rows of the table then lie outside the adiabatic regime.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 10.0 mEh
spring constant K = 200.0 mEh/a0^2
coupling g = 100.0 mEh/a0
critical u = g^2/(2K) = 25.000 mEh = 0.6803 eV
band energy -2t = -20.0 mEh
one-site crossing g^2/(2K)-2t = 5.000 mEh
Long chain: u, E+2t, continuum -chi^2/(12t) [mEh]; central n; participation [sites]
    0.00   -9.087470   -5.208333  0.90827    1.207
    5.00   -5.181526   -3.333333  0.84184    1.390
   10.00   -2.176292   -1.875000  0.60960    2.354
   15.00   -0.861403   -0.833333  0.27308    5.587
   20.00   -0.209900   -0.208333  0.12729   11.819
   22.50   -0.052179   -0.052083  0.06277   23.912
   23.75   -0.013027   -0.013021  0.03128   47.956
continuum participation at u = 23.75 mEh: 48.000 sites
u = 10 mEh: one-site energy = -15.0000 mEh, relaxed energy = -22.1763 mEh
Threshold extrapolated from u = 22.5 and 23.75 mEh:
  t =  5.0 mEh: u_c = 24.9930 mEh
  t = 10.0 mEh: u_c = 24.9983 mEh
  t = 20.0 mEh: u_c = 24.9996 mEh
exponential trial, u = 20.0 mEh, r = 0.875: E+2t = -0.160715 mEh
joint minimization, u = 10 mEh, 48-site ring: E = -22.176292 mEh
Above threshold, u = 27.5 mEh:
  N = 24: minimum E+2t = 0.104167 mEh
  N = 48: minimum E+2t = 0.052083 mEh
Rings: N, u_N [mEh], energy gain over uniform state at u_N-0.5 and u_N+0.5 [mEh]
   12   16.9615   0.005374   0.000000
   24   20.9111   0.004773   0.000000
   48   22.9468   0.004362   0.000000
\end{verbatim}
